\section*{Nonretarded Lifshitz Energy from the van Kampen Surface-Mode Sum}

\section{Definitions and conventions}

Body 1 fills $z<0$, body 2 fills $z>d$, and the gap between them is vacuum. The surfaces are smooth, and each body is isotropic, nonmagnetic and described by a local permittivity $\varepsilon_j(\omega)=1+\chi_j(\omega)$, $j=1,2$. Fields vary as $e^{-i\omega t}$. Define
\begin{equation}
\Delta_j=\frac{\varepsilon_j-1}{\varepsilon_j+1}=\frac{\chi_j}{\chi_j+2},\qquad q=e^{-kd},
\label{defs}
\end{equation}
where $k=|\mathbf k|$ is the wavenumber along the surfaces. Let $E(d)$ be the zero-temperature energy per unit area, measured from infinite separation. The result to be derived is
\begin{equation}
E(d)=-\frac{A}{12\pi d^2},\qquad
A=\frac{3\hbar}{4\pi}\int_0^\infty d\xi\,\mathrm{Li}_3[\Delta_1(i\xi)\Delta_2(i\xi)],
\label{result}
\end{equation}
with $\mathrm{Li}_3(x)=\sum_{n\ge1}x^n/n^3$. Positive $A$, the Hamaker constant, means attraction.

The Coulomb interaction is treated as instantaneous. This requires $d\ll c/\omega$ for the frequencies that contribute. The local description requires $d$ to be large compared with atomic spacings.

The bodies are first taken to be lossless, with finitely many oscillators:
\begin{equation}
\chi_j(\omega)=\sum_{a\in j}\frac{f_a^2}{\omega_a^2-\omega^2},\qquad f_a^2>0.
\label{chi}
\end{equation}
Free carriers are described by a term with $\omega_a=0$; all such terms of one body are combined into one. Absorption is added in Section \ref{loss}.

\section{The surface modes}

\subsection{Field matching}

Without retardation $\mathbf E=-\nabla\phi$. Where $\varepsilon$ is uniform, finite and nonzero, $\nabla\cdot(\varepsilon\mathbf E)=0$ gives $\nabla^2\phi=0$. For a factor $e^{i\mathbf k\cdot\mathbf r}$ along the surfaces, the solutions are $e^{\pm kz}$. Keeping those that decay into the bodies,
\begin{equation}
\phi\propto
\begin{cases}
a\,e^{kz}, & z<0,\\
b\,e^{-kz}+c\,e^{k(z-d)}, & 0<z<d,\\
g\,e^{-k(z-d)}, & z>d.
\end{cases}
\label{phi}
\end{equation}
Continuity of $\phi$ and $\varepsilon\,\partial_z\phi$ at $z=0$ gives $a=b+qc$ and $\varepsilon_1a=-b+qc$. Eliminating $a$,
\begin{equation}
(\varepsilon_1+1)b=-(\varepsilon_1-1)qc\quad\Rightarrow\quad b=-\Delta_1qc.
\end{equation}
At $z=d$ the conditions are $g=qb+c$ and $-\varepsilon_2g=-qb+c$, so that $c=-\Delta_2qb$. The two relations have a nonzero solution when
\begin{equation}
D(\omega,k)\equiv1-\Delta_1(\omega)\Delta_2(\omega)e^{-2kd}=0.
\label{D}
\end{equation}

\subsection{The modes as real oscillators}

A zero-point energy $\hbar\omega/2$ may be assigned to a root of \eqref{D} if the root belongs to a normal mode of a Hamiltonian system. The model \eqref{chi} is such a system: its polarization is $\mathbf P=\sum_a\mathbf P_a$, with
\begin{equation}
\ddot{\mathbf P}_a+\omega_a^2\mathbf P_a=\varepsilon_0f_a^2\mathbf E.
\label{osc}
\end{equation}

In each body, split $\mathbf P_a$ into three parts. First solve $\nabla^2g=\nabla\cdot\mathbf P_a$ with $g=0$ on the surface. The remainder $\mathbf P_a-\nabla g$ has no divergence. Next find a harmonic $h$ whose normal derivative on the surface equals the normal component of this remainder. What is then left has neither divergence nor normal component.

This last part carries no charge and makes no field. The part $\nabla g$ makes the potential $g/\varepsilon_0$ inside its body and zero outside: this function has the right Laplacian, is continuous, and has the jump in slope required by the surface charge $\partial_ng$. Neither part acts on the other body, so their frequencies do not depend on $d$. The harmonic part $\nabla h$ carries surface charge alone, and the field of surface charges is again the gradient of a harmonic function inside each body. The three parts therefore evolve separately, and the harmonic part contains all the dependence on $d$.

Let $\sigma_a=\mathbf n\cdot\mathbf P_a$ be the surface charge of oscillator $a$, with $\mathbf n$ the outward normal, and let $\sigma_j=\sum_{a\in j}\sigma_a$. A charge sheet $\sigma e^{i\mathbf k\cdot\mathbf r}$ at $z_0$ makes the potential $\sigma e^{-k|z-z_0|}/(2\varepsilon_0k)$, times the same phase factor. Just inside body 1 the outward field is thus
\begin{equation}
E_n=-\partial_z\phi\big|_{0^-}=-\frac{\sigma_1+q\sigma_2}{2\varepsilon_0},
\end{equation}
and for body 2 the indices are exchanged. Insert this in the normal component of \eqref{osc} and write $\sigma_a=f_au_a$:
\begin{equation}
\ddot u_a=-\sum_bM_{ab}u_b,\qquad
M_{ab}=\omega_a^2\delta_{ab}+\tfrac12f_af_b\,s_{ab},
\label{M}
\end{equation}
with $s_{ab}=1$ if $a,b$ lie in the same body and $s_{ab}=q$ otherwise. The scaling by $f_a$ also gives all $u_a$ the same mass. The kinetic energy belonging to \eqref{osc} is $\int|\dot{\mathbf P}_a|^2/(2\varepsilon_0f_a^2)$, and for the harmonic profile $\int|\mathbf P_a|^2dz=|\sigma_a|^2/k$, which leaves $|\dot u_a|^2/(2\varepsilon_0k)$ for every $a$.

With $S_j=\sum_{a\in j}f_au_a$ and real $u_a$,
\begin{equation}
u^{T}Mu=\sum_a\omega_a^2u_a^2+\frac{1-q}{2}(S_1^2+S_2^2)+\frac q2(S_1+S_2)^2 .
\label{positive}
\end{equation}
For $k>0$, $q<1$ and no term is negative. If the sum vanishes, every $u_a$ with $\omega_a\ne0$ is zero, and $S_j=0$ then removes the one possible free-carrier amplitude. Hence $M$ is positive definite, and its eigenvalues $\omega_n^2$ give real, nonzero frequencies.

\subsection{Zeros and poles of the dispersion function}

Let $W=\mathrm{diag}(\omega_a^2-\omega^2)$. Let $F$ be the matrix with two columns, one for each body, holding the $f_a$ of that body and zeros elsewhere. Then
\begin{equation}
M-\omega^2=W+FCF^{T},\qquad C=\frac12\begin{pmatrix}1&q\\q&1\end{pmatrix}.
\end{equation}
The identity $\det(1+XY)=\det(1+YX)$ follows from eliminating either diagonal block of $\begin{pmatrix}1&-X\\Y&1\end{pmatrix}$. With $F^{T}W^{-1}F=\mathrm{diag}(\chi_1,\chi_2)$ it gives
\begin{equation}
\frac{\det(M-\omega^2)}{\det W}
=\Big(1+\frac{\chi_1}2\Big)\Big(1+\frac{\chi_2}2\Big)-\frac{q^2\chi_1\chi_2}{4}.
\label{det}
\end{equation}
Dividing by the same expression at $q=0$ and using \eqref{defs},
\begin{equation}
\frac{\det[M(q)-\omega^2]}{\det[M(0)-\omega^2]}
=1-q^2\Delta_1\Delta_2=D(\omega,k).
\label{ratio}
\end{equation}
The zeros of $D$ are the coupled modes. Its poles are the surface modes of the isolated bodies, where $\varepsilon_j=-1$. A factor common to numerator and denominator cancels and contributes equally to both mode sums. Thus $D$ already contains the reference at infinite separation.

\section{From the mode sum to imaginary frequencies}

Since the physical $u_a$ are real in space, the amplitudes at $\mathbf k$ and $-\mathbf k$ are complex conjugates. The pair holds two real oscillators per eigenvalue, or one for each $\mathbf k$. Therefore
\begin{equation}
E(d)=\int\!\frac{d^2k}{(2\pi)^2}\,\frac\hbar2\,\Sigma(k),\qquad
\Sigma(k)=\sum_n[\omega_n(q)-\omega_n(0)].
\label{E}
\end{equation}

The logarithmic derivative $D'/D$, with $D'=\partial D/\partial\omega$, has residue $+m$ at a zero of order $m$ and $-m$ at a pole of order $m$. Multiplication by $\omega$ weights each residue with its frequency. By \eqref{ratio} all zeros and poles are real and nonzero, so those with $\omega>0$ lie inside a large half disc in the right half-plane:
\begin{equation}
\Sigma(k)=\frac1{2\pi i}\oint\omega\,\frac{D'}{D}\,d\omega .
\label{argument}
\end{equation}
The contour runs counterclockwise: along the arc $|\omega|=R$ from $-iR$ to $iR$, then down the imaginary axis.

\paragraph{The arc.} Let $\Omega_j^2=\sum_{a\in j}f_a^2$. At large $|\omega|$, \eqref{chi} gives $\chi_j\simeq-\Omega_j^2/\omega^2$ and $\Delta_j\simeq-\Omega_j^2/(2\omega^2)$. Hence
\begin{equation}
D-1\simeq-\frac{q^2\Omega_1^2\Omega_2^2}{4\omega^4},\qquad
\omega\frac{D'}{D}\simeq\frac{q^2\Omega_1^2\Omega_2^2}{\omega^4}.
\label{tail}
\end{equation}
The arc has length $\pi R$, so its contribution falls as $R^{-3}$ and vanishes for $R\to\infty$. Physically, matter cannot respond to a sufficiently fast field, and the coupling between the bodies disappears.

\paragraph{The axis.} Set $\omega=i\xi$, with $\xi$ running from $R$ to $-R$. Since $D'd\omega/D=d\ln D$,
\begin{align}
\Sigma(k)&=\frac1{2\pi i}\int_R^{-R}i\xi\,\frac{d\ln D}{d\xi}\,d\xi
=-\frac1{2\pi}\int_{-R}^{R}\xi\,\frac{d\ln D}{d\xi}\,d\xi\nonumber\\
&=-\frac1{2\pi}\big[\xi\ln D\big]_{-R}^{R}+\frac1{2\pi}\int_{-R}^{R}\ln D\,d\xi ,
\end{align}
up to the vanishing arc. On the axis $\chi_j(i\xi)=\sum_af_a^2/(\omega_a^2+\xi^2)$ is positive, so $0<\Delta_j\le1$ and $D\ge1-q^2>0$: the logarithm is real and has no branch to choose. By \eqref{tail} the boundary term falls as $R^{-3}$. Since $D$ is even in $\xi$,
\begin{equation}
\Sigma(k)=\frac1\pi\int_0^\infty d\xi\,\ln[1-\Delta_1(i\xi)\Delta_2(i\xi)e^{-2kd}].
\label{sigma}
\end{equation}
The logarithm is negative, so the coupling lowers the sum of the frequencies at every $k>0$, although single modes may rise.

\section{The trilogarithm}

Insert \eqref{sigma} in \eqref{E} and use $d^2k\to2\pi k\,dk$. The prefactor is $(2\pi/4\pi^2)(\hbar/2)(1/\pi)=\hbar/(4\pi^2)$:
\begin{equation}
E(d)=\frac{\hbar}{4\pi^2}\int_0^\infty d\xi\int_0^\infty k\,dk\,\ln(1-xe^{-2kd}),
\label{double}
\end{equation}
with $x=\Delta_1(i\xi)\Delta_2(i\xi)$. Expand $\ln(1-y)=-\sum_ny^n/n$. All terms have the same sign, so the order of summation and integration may be changed, even at $x=1$. With $\int_0^\infty ke^{-2nkd}dk=1/(2nd)^2$,
\begin{equation}
\int_0^\infty k\ln(1-xe^{-2kd})\,dk
=-\sum_{n=1}^\infty\frac{x^n}{n}\,\frac1{4n^2d^2}
=-\frac{\mathrm{Li}_3(x)}{4d^2}.
\label{li}
\end{equation}
Therefore
\begin{equation}
E(d)=-\frac{\hbar}{16\pi^2d^2}\int_0^\infty d\xi\,\mathrm{Li}_3(x).
\end{equation}
Equating this to $-A/(12\pi d^2)$ gives $A=12\pi\hbar/(16\pi^2)=3\hbar/(4\pi)$ times the integral, which is \eqref{result}. The integral converges because
\begin{equation}
x\le\mathrm{Li}_3(x)\le\zeta(3)\,x\qquad(0\le x\le1),
\label{bounds}
\end{equation}
with $\zeta(3)=\sum_nn^{-3}$, and $x$ falls as $\xi^{-4}$. If one set $\Delta_j=1$ at all frequencies, as for ideal conductors, the integral would diverge. The nonretarded energy is finite because real matter becomes transparent at high frequency.

The pressure, positive if it pushes the bodies apart, is
\begin{equation}
P=-\frac{dE}{dd}=-\frac{A}{6\pi d^3}.
\label{P}
\end{equation}

\section{Absorbing bodies}
\label{loss}

In an absorbing body the roots of \eqref{D} are in general complex, and $\hbar\omega/2$ has no direct meaning for them. The degrees of freedom that take up the energy must be counted too. Let $\chi$ be analytic in the upper half-plane, with $\chi=O(\omega^{-2})$ at large $|\omega|$, at most a simple pole at $\omega=0$, and $\chi''=\mathrm{Im}\,\chi\ge0$ for $\omega>0$. Close the integral of $\omega\chi/(\omega^2+\xi^2)$ over the real axis in the upper half-plane. The pole at $i\xi$ gives
\begin{equation}
\int_{-\infty}^{\infty}\frac{\omega\chi(\omega)}{\omega^2+\xi^2}\,d\omega
=2\pi i\,\frac{i\xi\,\chi(i\xi)}{2i\xi}=i\pi\chi(i\xi).
\end{equation}
On the real axis $\mathrm{Re}\,\chi$ is even and drops out, while $\chi''$ is odd:
\begin{equation}
\chi(i\xi)=\frac2\pi\int_0^\infty\frac{\omega\chi''(\omega)}{\omega^2+\xi^2}\,d\omega .
\label{KK}
\end{equation}
A sum over a grid $\omega_a$ with spacings $\delta\omega_a$ turns \eqref{KK} into the lossless form \eqref{chi} at $\omega=i\xi$, with
\begin{equation}
f_a^2=\frac2\pi\,\omega_a\chi''(\omega_a)\,\delta\omega_a .
\label{bath}
\end{equation}
For each finite grid the modes are real and \eqref{result} holds. Now let $\int_0^\infty\omega\chi''d\omega$ be finite, and refine and extend the grid so that the sum converges to \eqref{KK} at every $\xi>0$ and, as a second condition on the grid, $\sum_af_a^2$ converges to $(2/\pi)\int_0^\infty\omega\chi''d\omega$. Then $\sum_af_a^2$ stays below some fixed $\Omega^2$ in both bodies. Since $\Delta_j\le\chi_j/2$ and $\chi_j(i\xi)\le\Omega^2/\xi^2$, it follows that $\Delta_j(i\xi)\le\min[1,\Omega^2/(2\xi^2)]$. By \eqref{bounds} the integrands share an integrable upper bound, and the limit may be taken under the integral. Equation \eqref{result} thus holds with the permittivities of the absorbing bodies at imaginary frequency.

\section{Limiting cases}

\paragraph{Two equal plasmas.} For $\chi=-\omega_p^2/\omega^2$ the matrix \eqref{M} has the eigenvalues
\begin{equation}
\omega_\pm^2=\omega_s^2(1\pm e^{-kd}),\qquad\omega_s=\omega_p/\sqrt2 .
\end{equation}
Equal facing charges raise the frequency and opposite charges lower it. The squares move by equal amounts, but the square root is concave, so $\omega_++\omega_-<2\omega_s$: the zero-point energy falls. On the imaginary axis $\Delta=\omega_s^2/(\omega_s^2+\xi^2)$. With $\xi=\omega_s\tan\theta$, the first term of the trilogarithm gives
\begin{equation}
A^{(1)}=\frac{3\hbar}{4\pi}\,\omega_s\int_0^{\pi/2}\cos^2\theta\,d\theta=\frac{3}{16}\hbar\omega_s .
\label{plasma}
\end{equation}
The later terms are positive and add to this.

\paragraph{Dilute bodies.} For $\chi_j\ll1$, $\Delta_j\simeq\chi_j/2$ and $\mathrm{Li}_3(x)\simeq x$. With number densities $n_j$ and atomic polarizabilities $\alpha_j$, $\chi_j=n_j\alpha_j/\varepsilon_0$ and
\begin{equation}
A\simeq\frac{3\hbar n_1n_2}{16\pi\varepsilon_0^2}\int_0^\infty\alpha_1(i\xi)\alpha_2(i\xi)\,d\xi .
\label{dilute}
\end{equation}
This is a sum over pairs. An atom at height $h$ above a half-space with pair energy $-C_6/r^6$ has energy $-\pi n_1C_6/(6h^3)$, and integration over $h>d$ with density $n_2$ gives $-\pi n_1n_2C_6/(12d^2)$, hence $A=\pi^2n_1n_2C_6$. Equation \eqref{dilute} has this form, with $C_6=\frac{3\hbar}{16\pi^3\varepsilon_0^2}\int_0^\infty\alpha_1(i\xi)\alpha_2(i\xi)\,d\xi$, which depends on the two atoms alone. Outside the dilute limit, $\Delta_j$ includes screening within each body, and the terms $n\ge2$ describe repeated reflection between the surfaces.

\paragraph{Unlike bodies.} Write $A_{ij}$ for the constant of bodies $i$ and $j$. It is a sum over $n$ and an integral over $\xi$ of $\Delta_i^n\Delta_j^n$ with positive weight $n^{-3}$. The Cauchy--Schwarz inequality gives
\begin{equation}
A_{12}\le\sqrt{A_{11}A_{22}} .
\label{CS}
\end{equation}

\section{Worked example}

Body 1 is a lossless plasma with $\hbar\omega_p=10$ eV. Body 2 has oscillators at 8 and 20 eV with $\hbar^2f_a^2=40$ and $400\ \mathrm{eV}^2$. Its static permittivity is $1+40/64+400/400=2.625$. These are model parameters. A numerical check of the derivation accompanies this text.

At $kd=1$ the mode energies in eV are:
\begin{center}
\begin{tabular}{lccc}
isolated & 7.07107 & 8.73849 & 24.65033\\
coupled & 6.76574 & 8.83284 & 24.70234\\
shift & $-0.30533$ & $+0.09435$ & $+0.05201$
\end{tabular}
\end{center}
The plasma mode falls and the other two rise. To see why, use the isolated modes as a basis. The plasma mode, with square $\lambda_1$, is coupled to the two modes of body 2, with squares $\mu_i$, by elements $c_i$, so that
\begin{equation}
\lambda-\lambda_1-\sum_i\frac{c_i^2}{\lambda-\mu_i}=0 .
\end{equation}
The left side rises from $-\infty$ to $+\infty$ in each interval bounded by the $\mu_i$. One root therefore lies below both $\mu_i$, one between them and one above them. The upper two roots are raised from $\mu_1$ and $\mu_2$; since the trace of $M$ does not depend on $q$, the lowest must fall below $\lambda_1$. Matching the three roots in this order with the plasma mode and the two modes of body 2 uses $\lambda_1<\mu_1$, as holds here; if the plasma mode lay above $\mu_1$, the lowest root would continue the mode $\mu_1$, and that mode would fall.

The shifts add to $-0.15897$ eV, and the integral \eqref{sigma} gives the same value. The arc contributes $7.79\times10^{-5}$ eV in magnitude at $\hbar R=200$ eV and $9.84\times10^{-6}$ eV at 400 eV. The ratio 7.9 is close to the factor $2^3$ expected at leading order.

The Hamaker constants are $A_{11}=1.472$ eV, $A_{22}=0.759$ eV and $A_{12}=0.897$ eV. Direct integration of the mode energies over $k$ gives the same values to the digits shown. The bound \eqref{CS} is $\sqrt{1.472\times0.759}=1.057$ eV, and $A_{12}$ lies below it. The first trilogarithm term supplies 0.865 eV, or 96 percent, of $A_{12}$. For the plasma pair, $A_{11}/\hbar\omega_s=0.208$, against $3/16=0.1875$ from the first term.

In SI units $A_{12}=1.437\times10^{-19}$ J. At $d=1$ nm,
\begin{align}
E&=-\frac{1.437\times10^{-19}\ \mathrm J}{12\pi(10^{-9}\ \mathrm m)^2}=-3.81\ \mathrm{mJ/m^2},\\
P&=\frac{2E}{d}=-7.62\ \mathrm{MPa}.
\end{align}
For 10 eV the length $c/\omega$ is 19.7 nm; for the highest isolated mode it is $19.7\times10/24.65=8.0$ nm. The gap is shorter than both, but the digits above belong to the nonretarded model: with retardation and both polarizations, the same permittivities give about $-3.73\ \mathrm{mJ/m^2}$ and $-7.58$ MPa at 1 nm, and the energy is reduced in magnitude by about 15 percent at 5 nm. In a real solid, 1 nm is also only a few atomic spacings, so the local description is doubtful there as well. As a rough scale, treating body 1 as free electrons ($\hbar v_F\approx1$ eV\,nm) in a hard-wall hydrodynamic model lowers $|E|$ by about 8 to 10 percent and $|P|$ by about 11 to 15 percent at this gap.

To test the absorbing limit, take two equal bodies with
\begin{equation}
\chi(i\xi)=\frac{f^2}{\omega_0^2+\xi^2+\gamma\xi},
\end{equation}
where $\hbar\omega_0=12$ eV, $\hbar\gamma=4$ eV and $\hbar^2f^2=200\ \mathrm{eV}^2$. Equation \eqref{result} gives $A=0.4276$ eV. Replace each body by 150 lossless oscillators according to \eqref{bath}, placed at $\hbar\omega_a=10\ \mathrm{eV}\,\tan\theta_a$ with $\theta_a$ the midpoints of 150 equal steps in $(0,\pi/2)$. Summing their real modes also gives 0.4276 eV. The grid must both resolve the line and cover its tail: 150 equal steps give 0.4260 eV if they end at 50 eV and 0.374 eV if they end at 600 eV. Without damping $A=0.4987$ eV. Damping at fixed $f^2$ lowers $\chi(i\xi)$ at every $\xi>0$, and since $\mathrm{Li}_3$ increases with its argument, it lowers $A$; here the reduction is 14 percent of the undamped value.

\section*{Numbers as computed}
\begin{verbatim}
body 1 plasma energy: 10.0 eV
body 2 oscillator energies: [ 8. 20.] eV
body 2 strengths f^2: [ 40. 400.] eV^2
body 2 static permittivity: 2.6250
isolated surface mode of body 1: 7.07107 eV
isolated modes, bodies 1 and 2: [ 7.07107  8.73849 24.65033] eV
coupled modes at kd = 1: [ 6.76574  8.83284 24.70234] eV
sum of mode shifts at kd = 1: -0.1589658 eV
imaginary-axis integral at kd = 1: -0.1589658 eV
arc contribution, R = 200 eV: 7.786e-05 eV
arc contribution, R = 400 eV: 9.837e-06 eV
ratio of arc contributions: 7.915
A11 from trilogarithm: 1.472229 eV
A11 from mode sum: 1.472229 eV
A22 from trilogarithm: 0.759319 eV
A22 from mode sum: 0.759319 eV
A12 from trilogarithm: 0.897022 eV
A12 from mode sum: 0.897022 eV
A12 in SI: 14.3719 e-20 J
geometric mean of A11 and A22: 1.057304 eV
A11 / isolated mode energy: 0.208205
first-term A11 / isolated mode energy: 0.187500
first-term part of A12: 0.865038 eV
first-term share of A12: 96.43 percent
gap width: 1.0 nm
hbar c / (body 1 plasma energy): 19.73 nm
energy per area, pair 12: -3.8123 mJ/m^2
pressure, pair 12: -7.6245 MPa
pressure from mode-energy slope: -7.6245 MPa
damped body: resonance 12.0 eV, damping 4.0 eV
damped body: strength 200.0 eV^2
lossless oscillators per damped body: 150
A of damped pair, trilogarithm: 0.427588 eV
A of damped pair, real-mode sum: 0.427589 eV
A of same pair without damping: 0.498670 eV
\end{verbatim}
